# What a straight King plot tests about calculated F and K

## Question

I have calculated the field-shift constants $F_1,F_2$ and the mass-shift constants $K_1,K_2$ for two transitions of one element. Isotope shifts have been measured for several isotope pairs. The King plot is a good straight line, and its slope and intercept agree with my calculated values. I would like to say that the measurement confirms all four constants, and then use them to extract changes of the nuclear mean square radius. The radii that I get from the two transitions agree with each other, which seems to be further support.

Is that reasoning sound? A related puzzle is a second chain of isotopes in which all the points of the King plot fall almost on top of each other. What does such a plot say about $F$ and $K$?

## Answer

The agreement you describe is a real test, but of fewer quantities than four. To see how many, one has to ask which changes of the constants can be absorbed by the unknown radii.

### The model and its signs

Let isotope $A$ be the reference and $A'_j$ the partner in pair $j$. I define

$$\delta\nu_{ij}=\nu_i(A'_j)-\nu_i(A),\qquad \mu_j=\frac1{m_A}-\frac1{m_{A'_j}},\qquad r_j=\langle r^2\rangle_{A'_j}-\langle r^2\rangle_A .$$

Thus $\mu_j>0$ for a heavier partner. The King analysis assumes

$$\delta\nu_{ij}=K_i\mu_j+F_i r_j, \tag{1}$$

with $F_i\neq0$ and with $K_i$, $F_i$ the same for every pair. Both terms come from first-order perturbation theory.

**Mass shift.** In the centre-of-mass frame the nuclear momentum is minus the total electron momentum $\mathbf P=\sum_n\mathbf p_n$. The nuclear kinetic energy is therefore $\mathbf P^2/2M$, and to first order it raises a level by $\langle\mathbf P^2\rangle/2M$, evaluated with the fixed-nucleus wave function. Going from $A$ to $A'$ changes the level by

$$\tfrac12\langle\mathbf P^2\rangle\left(\frac1{m_{A'}}-\frac1{m_A}\right)=-\tfrac12\langle\mathbf P^2\rangle\,\mu .$$

Taking upper minus lower level gives $K_i=-\tfrac12\Delta_i\langle\mathbf P^2\rangle$ in atomic units. The square contains the products $\mathbf p_n\cdot\mathbf p_m$ of different electrons as well as the terms $\mathbf p_n^2$.

**Field shift.** Spread the nuclear charge $Z$ over thin spherical shells. Inside a shell of radius $s$, an electron has potential energy $-1/s$ per unit nuclear charge instead of the $-1/r$ of a point nucleus. Outside there is no difference. If the electron density $\rho$ is constant over the nucleus, the energy change per unit charge is

$$\rho(0)\int_0^s4\pi r^2\left(\frac1r-\frac1s\right)dr=4\pi\rho(0)\left(\frac{s^2}2-\frac{s^2}3\right)=\frac{2\pi}3\rho(0)\,s^2 .$$

Summing over shells replaces $s^2$ by $Z\langle r^2\rangle$. Hence $F_i=\tfrac{2\pi}3Z\,\Delta\rho_i(0)$ in atomic units, and $F_i$ is negative if the excitation lowers the density at the nucleus. This formula is nonrelativistic and is already far off near mass 100: for a single 1s electron at $Z=45$ and a uniformly charged nucleus, the Dirac equation gives about 1.8 times $\tfrac{2\pi}3Z\rho(0)$ with the nonrelativistic density, and the value drops by about 0.6% between $\langle r^2\rangle=19$ and 21 fm², so a constant $F_i$ is itself an approximation. What follows uses only the linear form (1).

### The King line

Divide (1) by $\mu_j$ and write $n_{ij}=\delta\nu_{ij}/\mu_j$ and $x_j=r_j/\mu_j$:

$$n_{1j}=K_1+F_1x_j,\qquad n_{2j}=K_2+F_2x_j .$$

The first equation gives $x_j=(n_{1j}-K_1)/F_1$. Inserting this in the second removes the unknown radius:

$$n_{2j}=f\,n_{1j}+k,\qquad f=\frac{F_2}{F_1},\qquad k=K_2-fK_1. \tag{2}$$

The plot thus supplies two numbers, $f$ and $k$, while the calculation supplied four. It remains to ask whether the complete set of shifts contains more than the line does.

### What the radii can absorb

Choose any numbers $a\neq0$ and $b$, and replace

$$r_j'=ar_j+b\mu_j,\qquad F_i'=\frac{F_i}a,\qquad K_i'=K_i-\frac{F_ib}a. \tag{3}$$

The predicted shifts become

$$K_i'\mu_j+F_i'r_j'=K_i\mu_j-\frac{F_ib}a\mu_j+F_ir_j+\frac{F_ib}a\mu_j=K_i\mu_j+F_ir_j .$$

Every shift is unchanged, for both transitions and all pairs. The line is unchanged too, since $F_2'/F_1'=f$ and

$$K_2'-fK_1'=K_2-fK_1-\frac ba\,(F_2-fF_1)=k ,$$

where the last bracket vanishes by the definition of $f$.

The parameter $a$ describes a scale error common to all field-shift constants, compensated by the opposite scaling of the radii. The parameter $b$ describes errors of the mass-shift constants in proportion to the field-shift constants, compensated by a piece of the radius change that follows the mass factor.

There is no further freedom if at least two pairs have different $x_j$. Suppose that $(F',K',r')$, with $F_1'\neq0$, gives the same shifts as $(F,K,r)$. Equality for transition 1 reads $K_1\mu_j+F_1r_j=K_1'\mu_j+F_1'r_j'$, so

$$r_j'=\frac{F_1}{F_1'}r_j+\frac{K_1-K_1'}{F_1'}\mu_j\equiv ar_j+b\mu_j .$$

This defines $a$ and $b$, and solving for the primed constants gives (3) for $i=1$. Equality for transition 2 then reads

$$(K_2-K_2'-F_2'b)\,\mu_j+(F_2-aF_2')\,r_j=0\quad\text{for all }j.$$

After division by $\mu_j$ this is a linear function of $x_j$ that vanishes at two different values of $x_j$, so both brackets are zero. Therefore $F_2'=F_2/a$ and $K_2'=K_2-F_2b/a$, which is (3) for $i=2$.

So four electronic constants minus two free parameters leave two measurable combinations, $f$ and $k$. Any $K_1'$ and any nonzero $F_1'$ can be made to fit, provided that $F_2'$ and $K_2'$ follow from $f$ and $k$ and the radii are left free. Repeating the last step for each further transition shows that $N$ transitions fix $2N-2$ combinations of their $2N$ constants; the same $a$ and $b$ remain open.

### Why agreeing radii add nothing

With calculated constants $F_i'$, $K_i'$, the radius change extracted from transition $i$ is $(\delta\nu_{ij}-K_i'\mu_j)/F_i'$. The two transitions agree if

$$\frac{n_{1j}-K_1'}{F_1'}=\frac{n_{2j}-K_2'}{F_2'}
\quad\Longleftrightarrow\quad
n_{2j}=\frac{F_2'}{F_1'}\,n_{1j}+K_2'-\frac{F_2'}{F_1'}K_1' .$$

This says that the measured points lie on the line predicted by the calculation. You had already tested that when you compared slope and intercept. The common radii may still be wrong.

### A model chain with numbers

Take an unnamed model element with reference mass 100 u, $F=(-2,-1)$ GHz/fm² and $K=(500,-300)$ GHz u. The parameters are round numbers chosen for the illustration.

| $m_{A'}$ (u) | $10^4\mu$ (1/u) | $r$ (fm²) | $n_1$ (GHz u) | $n_2$ (GHz u) |
|---|---|---|---|---|
| 102 | 1.9608 | 0.12 | −724.00 | −912.00 |
| 104 | 3.8462 | 0.20 | −540.00 | −820.00 |
| 106 | 5.6604 | 0.26 | −418.67 | −759.33 |
| 108 | 7.4074 | 0.36 | −472.00 | −786.00 |

For the first pair $x=612$ fm² u, so $n_1=500-2(612)=-724$ GHz u and $n_2=-300-612=-912$ GHz u. The line has $f=(-1)/(-2)=0.5$ and $k=-300-0.5(500)=-550$ GHz u.

Now let a calculation be wrong in the manner of (3), with $a=0.8$ and $b=200$ fm² u:

$$F'=\left(\frac{-2}{0.8},\frac{-1}{0.8}\right)=(-2.5,-1.25)\ \text{GHz/fm}^2,$$
$$K_1'=500+\frac{2(200)}{0.8}=1000,\qquad K_2'=-300+\frac{200}{0.8}=-50\ \text{GHz u}.$$

Its slope is $1.25/2.5=0.5$ and its intercept is $-50-0.5(1000)=-550$ GHz u, in full agreement with the plot. Yet $K_1'$ is twice the true value and both $F_i'$ are 25% too large in magnitude. The first shift of transition 1 is $-0.14196$ GHz, from which this calculation extracts

$$r_1'=\frac{-0.14196-1000(1.9608\times10^{-4})}{-2.5}=0.135\ \text{fm}^2 .$$

Transition 2 gives the same value. The true one is 0.120 fm². Over the four pairs the extracted radius changes are too large by 13, 18, 24 and 21% of their true values, with no disagreement between the transitions.

An error that leaves the family (3) changes the predicted slope or intercept, and it is caught if the change is large enough compared with the measurement errors. If $F_2$ alone is wrong by 10%, so that $F_2'=-1.1$ GHz/fm², the predicted slope is 0.55 and the predicted intercept is $-300-0.55(500)=-575$ GHz u. The first radius change is then 0.120 fm² from transition 1 but 0.109 fm² from transition 2. The comparison of slope and intercept is therefore worth making; it is blind in two directions, not in all.

The same freedom appears if one fits the shifts without knowing the answer. Starting from three arbitrary sets of radii and alternating linear fits of the constants and of the radii, one reproduces the data with $F_1=-1.02$, $-0.44$ and $-0.74$ GHz/fm², and with $K_1=100$, $-368$ and $51$ GHz u. All three solutions have slope 0.5 and intercept −550 GHz u.

### What straightness by itself tests

No calculated constant enters the statement that the points are collinear. Straightness tests the form (1), and even that with limits.

First, three isotopes cannot test it. Label them 1, 2, 3. Shifts and mass factors add: $\delta\nu_i^{13}=\delta\nu_i^{12}+\delta\nu_i^{23}$ and $\mu^{13}=\mu^{12}+\mu^{23}$. Hence

$$n_i^{13}=\frac{\mu^{12}n_i^{12}+\mu^{23}n_i^{23}}{\mu^{12}+\mu^{23}} .$$

The weights are the same for both transitions, so the third point lies on the line through the other two whatever the frequencies are. At least four isotopes are needed, which give three independent pairs.

Secondly, a missing term can hide. Add $G_ih_j$ to (1), where $h_j$ is another nuclear quantity, for instance a change of $\langle r^4\rangle$. Then $n_{ij}=K_i+F_ix_j+G_ih_j/\mu_j$, and

$$n_{2j}-fn_{1j}=k+(G_2-fG_1)\frac{h_j}{\mu_j} .$$

If $G_2=fG_1$, the extra term drops out of the plot for any $h_j$. In that case $G_i=gF_i$ with a common $g$, and the shift is $K_i\mu_j+F_i(r_j+gh_j)$: what is extracted as a radius change is really $r_j+gh_j$. In the model chain, $g=-0.001$ fm$^{-2}$ and $h_1=5$ fm⁴ turn 0.120 fm² into 0.115 fm², and the line stays straight. With the same $G_1$ but $G_2=0$, and $h=(5,9,11,16)$ fm⁴ for the four pairs, the points scatter about the best unweighted line by 0.69 GHz u (root mean square), and that line has slope 0.519 and intercept −563 GHz u instead of 0.5 and −550 GHz u. A term can also hide for any $G_i$ if $h_j=\alpha\mu_j+\beta r_j$: the shifts then have the form (1) with $K_i+\alpha G_i$ and $F_i+\beta G_i$, so the line is straight, but its slope and intercept belong to these combined constants and not to $F_i$ and $K_i$.

### When the points coincide

Since $n_{ij}-n_{il}=F_i(x_j-x_l)$, the points lie close together when the $x_j$ are nearly equal, and also when the $|F_i|$ are small, even if the $x_j$ differ widely. In the model chain, field-shift constants a hundred times smaller would put all $n_1$ between 487.8 and 490.8 GHz u. With $F_i\neq0$, exact coincidence requires $r_j=c\mu_j$, with one constant $c$ for all pairs. Take this limiting case first. Then $x_j=c$ and

$$n_{1j}=K_1+cF_1,\qquad n_{2j}=K_2+cF_2\qquad\text{for every }j .$$

All pairs give the same point $(n_1,n_2)$, and a single point determines no slope. The converse argument above fails because it needed two different values of $x_j$.

One piece of information survives: the calculated line must pass through the point, $n_2=fn_1+k$. This is one relation among four constants. Indeed, one may choose $F_1'\neq0$, $F_2'$ and $K_1'$ freely, set $c'=(n_1-K_1')/F_1'$, and then satisfy the second transition with $K_2'=n_2-c'F_2'$. The plot is uninformative about slope and intercept separately, but it can still reject a calculation whose line misses the point.

Independent knowledge of all the radii fixes $c$ and so turns the one relation into two, one per transition, but it does not separate $F_i$ from $K_i$. With $c$ known, each transition still gives just the sum $K_i+cF_i$, because the field shift and the mass shift depend on the isotope in the same way.

For the model constants and $c=500$ fm² u, the point is $n_1=500-1000=-500$ and $n_2=-300-500=-800$ GHz u. Triple $F_2$ to $-3$ GHz/fm² and take $K_2=-800+3(500)=700$ GHz u. The point is unchanged and so are the radii, although the ratio $F_2/F_1$ is now 1.5 instead of 0.5.

### Nearly coincident points

In your second chain the points only almost coincide, so the useful question is how accurately the slope is known. Let all shifts have independent errors of equal standard deviation $\sigma$, and neglect errors of the masses. (Shifts that share one reference measurement would have correlated errors, and the formula below would change.) Treat the values for the different pairs as the components of vectors $\boldsymbol\mu$, $\mathbf r$ and $\boldsymbol{\delta\nu}_i$. An orthogonal fit weighted by these errors minimises

$$\frac{|\boldsymbol{\delta\nu}_2-\hat f\,\boldsymbol{\delta\nu}_1-\hat k\boldsymbol\mu|^2}{1+\hat f^2}$$

over $\hat f$ and $\hat k$. The best $\hat k$ removes the component along $\boldsymbol\mu$. What remains of each shift vector is

$$\mathbf d_i=F_i\mathbf r_\perp+\mathbf e_i,\qquad \mathbf r_\perp=\mathbf r-\frac{\mathbf r\cdot\boldsymbol\mu}{\boldsymbol\mu\cdot\boldsymbol\mu}\,\boldsymbol\mu ,$$

where $\mathbf e_i$ is the measurement error orthogonal to $\boldsymbol\mu$. The mass shift has disappeared, and the slope rests entirely on $\mathbf r_\perp$, the part of the radius changes that does not follow the mass factor.

Write $\hat f=f+\epsilon$. Since $F_2=fF_1$, to first order in the errors

$$\mathbf d_2-\hat f\mathbf d_1=\mathbf e_2-f\mathbf e_1-\epsilon F_1\mathbf r_\perp .$$

The squared length of this vector is already of second order, so the variation of the denominator $1+\hat f^2$ may be ignored. Setting the derivative with respect to $\epsilon$ to zero gives

$$\epsilon=\frac{(\mathbf e_2-f\mathbf e_1)\cdot\mathbf r_\perp}{F_1|\mathbf r_\perp|^2}.$$

The component of each error vector along $\mathbf r_\perp$ has variance $\sigma^2$, and the two transitions are independent, so their variances add with weights 1 and $f^2$:

$$\sigma_f\simeq\frac{\sigma\sqrt{1+f^2}}{|F_1|\,|\mathbf r_\perp|}. \tag{4}$$

The model chain has $|\mathbf r_\perp|=0.0317$ fm². For $\sigma=0.1$ MHz $=10^{-4}$ GHz,

$$\sigma_f=\frac{10^{-4}\sqrt{1.25}}{2(0.0317)}=0.0018 .$$

If $\mathbf r_\perp$ is ten times smaller, the error is ten times larger, 0.018; simulated measurements agree with both values. Formula (4) holds while the errors are small compared with $|F_i||\mathbf r_\perp|$.

At exact proportionality $\mathbf r_\perp=0$ and only $\mathbf e_1$, $\mathbf e_2$ remain. For Gaussian errors of equal size their joint distribution does not change under a rotation that mixes the two transitions, so every direction of the fitted line is equally likely. Slopes between −1 and 1 cover half of all directions, and in the simulation they occur with frequency 0.501. A fitting program will return a slope for such data, but the number carries no information about $F_2/F_1$.

### What would test F and K separately

You need information that fixes $a$ and $b$. Suppose that one radius change, $r_1$, is known independently of these isotope shifts. Then (3) must satisfy $ar_1+b\mu_1=r_1$, or $b=(1-a)x_1$, and $a$ remains free. A second known radius change with $x_2\neq x_1$ also requires $b=(1-a)x_2$. Subtracting the two conditions gives $(1-a)(x_1-x_2)=0$, hence $a=1$ and $b=0$.

The constants then follow directly:

$$F_i=\frac{n_{i1}-n_{i2}}{x_1-x_2},\qquad K_i=n_{i1}-F_ix_1 .$$

With the first two pairs of the model chain, $x_1=612$ and $x_2=520$ fm² u, so

$$F_1=\frac{-724+540}{612-520}=-2\ \text{GHz/fm}^2,\qquad K_1=-724+2(612)=500\ \text{GHz u},$$

and in the same way $F_2=(-912+820)/92=-1$ GHz/fm² and $K_2=-912+612=-300$ GHz u. The denominator shows again why the two pairs must differ in $r/\mu$: if they nearly agree, small errors of the radii or shifts become large errors of $F_i$ and $K_i$.

For your first chain, the defensible claim is that the measurement supports your calculated $F_2/F_1$ and $K_2-(F_2/F_1)K_1$ within its errors, provided that no term missing from (1) shifts the line. The extracted radii still rest on the calculated values of $F_1$ and $K_1$, so their uncertainty must include the errors of those two constants, which the King plot does not bound. The numerical check covers the mass-shift formula in a model of two electrons and a nucleus joined by springs, the field-shift integral for constant electron density, the counting of free parameters for two transitions, and the main numerical examples.

## Computed values

```
Reference mass: 100 u
Partner masses: 102 104 106 108 u
Mass factors mu x 10^4: 1.9608 3.8462 5.6604 7.4074 1/u
True radius changes r: 0.12 0.20 0.26 0.36 fm^2
r/mu: 612.00 520.00 459.33 486.00 fm^2 u
True F1 F2: -2.00 -1.00 GHz/fm^2
True K1 K2: 500.0 -300.0 GHz u
Shifts, transition 1: -0.14196 -0.20769 -0.23698 -0.34963 GHz
Shifts, transition 2: -0.17882 -0.31538 -0.42981 -0.58222 GHz
Modified shifts n1: -724.00 -540.00 -418.67 -472.00 GHz u
Modified shifts n2: -912.00 -820.00 -759.33 -786.00 GHz u
Fitted slope: 0.5000 (no unit)
Fitted intercept: -550.00 GHz u
Undetected error: a: 0.80 (no unit)
Undetected error: b: 200.0 fm^2 u
Undetected wrong F1 F2: -2.500 -1.250 GHz/fm^2
Undetected wrong K1 K2: 1000.0 -50.0 GHz u
Its slope: 0.5000 (no unit)
Its intercept: -550.00 GHz u
Its radii from transition 1: 0.1352 0.2369 0.3212 0.4361 fm^2
Its radii from transition 2: 0.1352 0.2369 0.3212 0.4361 fm^2
Its radius errors: 12.7 18.5 23.5 21.2 %
Only F2 wrong: F2: -1.10 GHz/fm^2
Only F2 wrong: slope: 0.5500 (no unit)
Only F2 wrong: intercept: -575.00 GHz u
Only F2 wrong: radii from 1: 0.1200 0.2000 0.2600 0.3600 fm^2
Only F2 wrong: radii from 2: 0.1091 0.1818 0.2364 0.3273 fm^2
Fit 1: F1 F2: -1.0244 -0.5122 GHz/fm^2
Fit 1: K1 K2: 99.75 -500.12 GHz u
Fit 1: slope: 0.5000 (no unit)
Fit 1: intercept: -550.00 GHz u
Fit 2: F1 F2: -0.4386 -0.2193 GHz/fm^2
Fit 2: K1 K2: -368.22 -734.11 GHz u
Fit 2: slope: 0.5000 (no unit)
Fit 2: intercept: -550.00 GHz u
Fit 3: F1 F2: -0.7384 -0.3692 GHz/fm^2
Fit 3: K1 K2: 51.14 -524.43 GHz u
Fit 3: slope: 0.5000 (no unit)
Fit 3: intercept: -550.00 GHz u
Free directions, 0/1/2 radii known: 2 1 0
Free directions, r = c mu, 0/4 known: 3 2
Proportional case: c: 500.0 fm^2 u
Proportional case: n1 n2: -500.00 -800.00 GHz u
Same point, other F1 F2: -2.00 -3.00 GHz/fm^2
Same point, other K1 K2: 500.00 700.00 GHz u
Sine of bend, 3 isotopes: 5.1e-17 (no unit)
Sine of bend, 4 isotopes: 0.296 (no unit)
Extra term h: 5.0 9.0 11.0 16.0 fm^4
Hidden G1 G2: 0.0020 0.0010 GHz/fm^4
Apparent radii with hidden term: 0.1150 0.1910 0.2490 0.3440 fm^2
Visible G1 G2: 0.0020 0.0000 GHz/fm^4
Rms bend with visible term: 0.692 GHz u
Shift error sigma: 0.10 MHz
|r_perp| 0.03174 fm^2: slope error 0.00176 (simulated 0.00177)
|r_perp| 0.00317 fm^2: slope error 0.01761 (simulated 0.01776)
r = c mu: share of |slope| < 1: 0.501 (no unit)
From two known radii: F1 F2: -2.000 -1.000 GHz/fm^2
From two known radii: K1 K2: 500.00 -300.00 GHz u
```
